# Front-Threshold Sensitivity to Back-Gate Voltage in a Fully Depleted Film

## Form of the answer

The quantity sought, $dV_T/dV_B$, is a ratio of two voltages and has no dimension. In a fully depleted film the space charge consists of ionized dopants, which do not respond to the gates. The change of potential caused by a small change of gate voltage therefore obeys Laplace's equation, and the layers enter through their capacitances per area: $C_f$ for the front oxide, $C_s=\varepsilon_s/t$ for the film of thickness $t$ and permittivity $\varepsilon_s$, and $C_b$ for the back oxide. The slope can depend on ratios of these three alone.

Since no charge is added anywhere between the gates, the change $\delta D$ of electric displacement is the same in every layer, and a layer of capacitance $C$ takes up a voltage $\delta D/C$. If threshold means a fixed potential at the front surface, that surface acts as a fixed point. The front gate moves by an amount proportional to $1/C_f$, and the back gate moves in the opposite sense by an amount proportional to $1/C_s+1/C_b$. Hence

$$\frac{dV_T}{dV_B}=-\frac{1/C_f}{1/C_s+1/C_b}=-\frac{C_sC_b}{C_f(C_s+C_b)}. \tag{1}$$

The derivation below also supplies the threshold voltage itself, the range of back bias in which (1) holds, and the correction needed when threshold is defined by carrier density instead of surface potential.

## Model and conventions

The film is uniformly p-doped with acceptor density $N$ and occupies $0<x<t$, with the front oxide at $x=0$ and the back oxide at $x=t$. The channel is long and the drain bias is zero, so the electrostatics is one-dimensional and in equilibrium. Gate voltages are referred to the source. The potential $\psi(x)$ is measured from its value in neutral p-type material, and $\psi_f=\psi(0)$, $\psi_b=\psi(t)$.

Any fixed oxide charge and the gate work functions add constants to the gate voltages; these are collected in the flat-band voltages $V_{Ff}$ and $V_{Fb}$. Interface traps, whose charge would follow the surface potential, are excluded, as is depletion inside the back gate. SI-based device units are used.

Threshold is first defined by $\psi_f=\psi_T$, with

$$\psi_T=2v_t\ln\frac{N}{n_i},\qquad v_t=\frac{kT}{q},$$

where $n_i$ is the intrinsic density and $q>0$ the elementary charge. The electron density is $n=(n_i^2/N)e^{\psi/v_t}$, so at $\psi=\psi_T$ it equals $N$. The electrons then occupy a thin layer at the surface, and their total charge is small compared with $qNt$ if that layer is much thinner than the film.

## Threshold voltage

The depleted film has charge density $-qN$, so Poisson's equation reads $\psi''=qN/\varepsilon_s$. Two integrations give

$$\psi(x)=\psi_f+\beta_0x+\frac{qN}{2\varepsilon_s}x^2 .$$

Setting $x=t$ fixes the constant:

$$\beta_0=\frac{\psi_b-\psi_f}{t}-\frac{qNt}{2\varepsilon_s}.$$

The surface derivatives are $\psi'(0)=\beta_0$ and $\psi'(t)=\beta_0+qNt/\varepsilon_s$. Multiplying by $\varepsilon_s$ and writing $Q=qNt$,

$$-\varepsilon_s\psi'(0)=C_s(\psi_f-\psi_b)+\frac Q2,\qquad
\varepsilon_s\psi'(t)=C_s(\psi_b-\psi_f)+\frac Q2 .$$

Each expression is the displacement entering the film through that surface. The two add up to $Q$, as Gauss's law requires for a film of charge $-Q$. Displacement is continuous at each interface, so with front-gate voltage $V_G$

$$C_f(V_G-V_{Ff}-\psi_f)=C_s(\psi_f-\psi_b)+\frac Q2, \tag{2}$$

$$C_b(V_B-V_{Fb}-\psi_b)=C_s(\psi_b-\psi_f)+\frac Q2. \tag{3}$$

Set $\psi_f=\psi_T$ in (3) and collect the terms in $\psi_b$:

$$\psi_b=\frac{C_b(V_B-V_{Fb})+C_s\psi_T-Q/2}{C_s+C_b}. \tag{4}$$

Equation (2) then gives the threshold voltage,

$$V_T=V_{Ff}+\psi_T+\frac{C_s(\psi_T-\psi_b)+Q/2}{C_f}. \tag{5}$$

In (5) the back bias enters through $\psi_b$ alone. From (4), $d\psi_b/dV_B=C_b/(C_s+C_b)$, and from (5), $dV_T/d\psi_b=-C_s/C_f$. Their product is (1). The minus sign has a direct meaning: a more positive back gate raises $\psi_b$, less displacement is needed from the front gate to hold $\psi_f$ at $\psi_T$, and the threshold falls. Doping and flat-band voltages shift $V_T$ but leave its slope unchanged within this model.

Two limits follow from (1). For a thin film, $C_s\gg C_b$, the slope tends to $-C_b/C_f$, which for oxides of equal permittivity is minus the ratio of front to back oxide thickness. For $C_s\ll C_b$ it tends to $-C_s/C_f$. This second limit cannot be pursued to arbitrary thickness, because full depletion is eventually lost.

## Range of back bias

The back surface must be neither accumulated with holes nor inverted with electrons, which means roughly $0<\psi_b<\psi_T$. Solving (3) for the back voltage at these two ends gives

$$V_B^{\rm low}=V_{Fb}+\frac{Q/2-C_s\psi_T}{C_b},\qquad
V_B^{\rm high}=V_{Fb}+\psi_T+\frac{Q}{2C_b}.$$

The window has width $\psi_T(1+C_s/C_b)$. Multiplying by (1), the threshold changes across it by

$$-\frac{C_sC_b}{C_f(C_s+C_b)}\,\psi_T\,\frac{C_s+C_b}{C_b}=-\frac{C_s}{C_f}\psi_T ,$$

which does not depend on the back oxide.

The interior of the film must also stay depleted. Define the bending $a=qNt^2/(2\varepsilon_s)$ and suppose $a<\psi_T$, which is sufficient for depletion over the whole window. The potential is convex, and $\psi'(0)<0$ inside the window. If $\psi'(t)\le0$, the minimum is $\psi_b$. Otherwise set $d=t\psi'(t)=\psi_b-\psi_T+a>0$. Completing the square about the back surface gives

$$\psi_{\min}=\psi_b-\frac{d^2}{4a}.$$

Since $\psi_b<\psi_T$, $d<a$; since $a<\psi_T$, $d<\psi_b$. Therefore $d^2/(4a)<d/4<\psi_b/4$, and $\psi_{\min}>\tfrac34\psi_b>0$. The hole density is $Ne^{-\psi/v_t}$, so good depletion requires $\psi$ to exceed zero by several $v_t$. The edges of the window are consequently soft. For $a>\psi_T$ the same expression for $\psi_{\min}$ is positive only if $\sqrt a<\sqrt{\psi_T}+\sqrt{\psi_b}$: the window shrinks from below and closes at $a=4\psi_T$.

Beyond the edges, represent the mobile charge at the back surface by a sheet $\sigma(\psi_b)$, added to the left side of (3). Holes diminish and electrons multiply as $\psi_b$ rises, so $C_m=-d\sigma/d\psi_b$ is positive in both cases. Differentiating the amended equation at fixed $\psi_f$ gives

$$C_b\left(1-\frac{d\psi_b}{dV_B}\right)-C_m\frac{d\psi_b}{dV_B}=C_s\frac{d\psi_b}{dV_B},$$

and hence

$$\frac{dV_T}{dV_B}=-\frac{C_sC_b}{C_f(C_s+C_b+C_m)}.$$

A large $C_m$ screens the back gate and suppresses the slope. Because the real layer has finite thickness, this expression explains the trend but is not a quantitative law.

## Threshold at constant carrier density

At small fixed drain bias, and if the mobility hardly changes with the gate voltages, a threshold extracted at a small constant current is a condition of constant electron sheet density $n_s=\int_0^t n\,dx$, not of constant surface potential. The two definitions have different slopes.

Let $n_s$ be small enough that electrons contribute negligible charge, and let both gates change slightly. The film charge is fixed, so $\delta\psi''=0$ and $\delta\psi=\alpha+\beta x$. Constant sheet density requires

$$0=\delta n_s=\frac1{v_t}\int_0^t n(x)(\alpha+\beta x)\,dx=\frac{n_s}{v_t}(\alpha+\beta\bar x),\qquad
\bar x=\frac1{n_s}\int_0^t x\,n(x)\,dx .$$

Thus $\alpha=-\beta\bar x$ and $\delta\psi=\beta(x-\bar x)$: the fixed point is the electron centroid, not the surface. The displacement conditions at the two oxides are

$$C_f[\delta V_G+\beta\bar x]=-\varepsilon_s\beta,\qquad
C_b[\delta V_B-\beta(t-\bar x)]=\varepsilon_s\beta .$$

Solve each for its gate voltage, take the ratio, and divide numerator and denominator by $\varepsilon_s$:

$$\frac{dV_T}{dV_B}=-\frac{1/C_f+\bar x/\varepsilon_s}{1/C_b+(t-\bar x)/\varepsilon_s}. \tag{6}$$

For $\bar x\to0$ this becomes (1). Exchanging front and back replaces $\bar x$ by $t-\bar x$ and inverts the ratio, as symmetry demands. For a front channel, (1) is accurate if $\bar x/\varepsilon_s$ is small compared with both $1/C_f$ and $1/C_s+1/C_b$. The first condition becomes severe when the front oxide is thin.

Quantum confinement changes $\bar x$ but not the form of (6). Take one valley with parabolic in-plane motion and Boltzmann occupation. Each subband then contributes to $n_s$ in proportion to $e^{-E_i/kT}$, with a common prefactor. First-order perturbation theory gives $\delta E_i=-q\langle\delta\psi\rangle_i$, where the average is over the subband's probability density. Constant $n_s$ therefore requires

$$\sum_i e^{-E_i/kT}\,(\alpha+\beta\langle x\rangle_i)=0,$$

which is again $\alpha=-\beta\bar x$, now with the occupation-weighted quantum centroid.

## Worked example

Take oxides of relative permittivity 4, 2 nm thick at the front and 20 nm at the back, and a 20 nm film of relative permittivity 12. The doping is $10^{17}\ \mathrm{cm^{-3}}$, the intrinsic density $10^{10}\ \mathrm{cm^{-3}}$, the temperature 300 K, and both flat-band voltages are zero. These are round model parameters.

The capacitances are $C_f=17.71$, $C_s=5.313$ and $C_b=1.771\ \mathrm{mF/m^2}$. Equation (1) gives

$$\frac{dV_T}{dV_B}=-\frac{5.313\times1.771}{17.71\times(5.313+1.771)}=-0.0750 ,$$

or $-75$ mV per volt. With $\psi_T=0.8334$ V, the window width is $0.8334\times(1+3)=3.33$ V, from $-2.41$ to $0.92$ V, and by (1) the threshold changes across it by $-0.250$ V; mobile charge near the edges makes the actual change slightly smaller in magnitude. The bending is $a=0.030$ V, well below $\psi_T$. As $a$ grows with $t^2$, this doping would reach $a=\psi_T$ at $t=20\sqrt{0.8334/0.0302}\approx105$ nm.

At mid-window, $V_B=-0.743$ V and $\psi_b=\psi_T/2=0.4167$ V. With $Q/2=0.1602\ \mathrm{mC/m^2}$, (5) gives

$$V_T=0.8334+\frac{5.313\times0.4167+0.1602}{17.71}=0.967\ \mathrm{V}.$$

### Comparison with the nonlinear film

A numerical solution of Poisson's equation with electrons and holes, at the same $\psi_T$, gives a threshold 1.0 mV higher and a slope of $-0.0744$, smaller in magnitude than (1) by 0.8%. Both differences can be traced to the electrons. Near the surface their density decays over a length $\lambda\approx v_t/|\psi'(0)|$. The potential slope is $(0.4167+0.0302)/20=0.0223$ V/nm, so $\lambda\approx1.16$ nm. Their charge is $qN\lambda\approx0.0185\ \mathrm{mC/m^2}$, and dividing by $C_f$ gives a shift of 1.05 mV.

This shift varies as $1/|\psi'(0)|$. Per volt of back bias $\psi_b$ rises by 0.25 V, so the shift grows at the relative rate $0.25/0.447=0.56$ per volt. That adds $+0.0006$ to the slope and accounts for the difference. When the surface potential is instead fixed 0.15 V lower, the electron density at the surface is multiplied by $e^{-0.15/0.02585}\approx0.003$, and the numerical slope becomes $-0.074997$. Two other geometries, tested in the same way, also agree with (1) to within 0.05%.

At the upper edge of the window the numerical threshold lies 9.5 mV above (5), and $\psi_b$ is 12 mV below $\psi_T$. Three volts beyond the lower and upper edges, the slope has fallen to 3.1% and 1.1% of (1), respectively. Screening is strong there, but the slope is not zero. These two percentages belong to the classical Boltzmann model: the back-surface densities reach about $7\times10^{19}$ and $3\times10^{19}\ \mathrm{cm^{-3}}$, which is degenerate for silicon-like band densities of states. Fermi–Dirac statistics raise the values to about 4.0% and 1.3%, and quantum confinement of the layer is not included.

### Constant-density threshold

Now define threshold by $n_s=10^9\ \mathrm{cm^{-2}}$ at the same mid-window back bias. The threshold is 0.898 V, lower than before because this density is below the roughly $N\lambda\approx1.2\times10^{10}\ \mathrm{cm^{-2}}$ present at $\psi_f=\psi_T$. The classical centroid is 1.22 nm. Dividing each thickness by its relative permittivity, (6) becomes

$$-\frac{2/4+1.22/12}{20/4+18.78/12}=-\frac{0.602}{6.565}=-0.0917 .$$

The numerical slope is also $-0.0917$, larger in magnitude than (1) by 22%. A centroid little more than a nanometre from the surface matters because the front oxide contributes only 0.5 nm to the numerator. With a 20 nm front oxide, which makes the structure a symmetric double gate, the slope is $-0.777$ against $-0.750$ from (1), and the excess is 3.6%.

At $V_B=1.5$ V the same density criterion is met by a back channel, with $\bar x=17.8$ nm. The slope is then $-0.383$, about five times the value from (1), and (6) reproduces it. The two definitions separate progressively, and already in the upper part of the window, as the centroid moves across the film: at $V_B=0.6$ V the constant-density slope is $-0.171$ (centroid 6.5 nm) against $-0.066$ at fixed $\psi_f$, and at 0.8 V it is $-0.231$ against $-0.057$. Above the window they move in opposite directions: at fixed front surface potential the back gate becomes screened (slope $-0.012$ at 1.5 V), whereas at fixed small density the film is still depleted at this bias and the back gate controls the channel beside it. This too has a limit: as the back bias rises further, the front-gate voltage at threshold falls until holes accumulate at the front surface, and (6) then fails. Setting $\psi_f=0$ and $\psi_b\approx0.79$ V in (3) puts this near $V_B\approx3.2$ V.

For the quantum film, take a confinement mass of $0.9\,m_e$, hard walls at both oxides, one valley, and the mid-window gate voltages just used. The subband sum is held at its value for those voltages, so the absolute density need not equal the classical one. The hard wall forces the electron density to vanish at the interface, where the classical density is largest, and the centroid is 2.31 nm. The slope from diagonalization and from (6) is $-0.107$, which is 1.43 times the value from (1). Penetration into the oxide and additional valleys are omitted, so this figure describes the model and is not a prediction for a particular material.

## Use in an implementation

1. Compute $a$ and check $a<\psi_T$ (for larger $a$ only the part of the window with $\psi_{\min}$ well above zero remains); then compute the window and keep $\psi_b$ several $v_t$ above zero, its value at the lower edge. If $a$ is close to $\psi_T$, leave more room: near that edge the potential is then almost flat at the back surface, so holes occupy a thicker layer there and weaken the slope. Unless $a$ is close to $\psi_T$, leave a wider margin at the upper edge, where $|\psi'(0)|$ is smallest and the electron correction to (1) grows.
2. If threshold is defined by surface potential, use (4) and (5) for $V_T$ and (1) for its slope. In a lightly doped film $\psi_T=2v_t\ln(N/n_i)$ is a poor criterion: with $N=10^{15}\ \mathrm{cm^{-3}}$ in the geometry above it corresponds at mid-window to only about $2\times10^{8}$ electrons per $\mathrm{cm^2}$, so a density criterion should be used instead.
3. If it is defined by a small constant density, use (6) with a centroid calculated at the operating point. A classical estimate for a front channel is $\bar x\approx v_t/|\psi'(0)|$, provided this length is much smaller than $t$ and electrons near the back surface contribute negligibly to $\int_0^t x\,n\,dx$; otherwise evaluate the integral for $\bar x$. In a confined film, use the subband centroid.
4. Equation (6) assumes that electrons contribute negligible charge and that holes are absent. Do not use it once holes accumulate at either surface: their charge changes with the gate voltages, so $\delta\psi$ is no longer linear in $x$, and this can matter even while the hole charge is well below $qNt$.

The numerical output lists the capacitances, thresholds and slopes to further digits.

## Computed values

```
Front oxide, film, back oxide (nm): 2.0 20.0 20.0
Relative permittivity: oxide 4.0, film 12.0
Doping 1.0e+17, intrinsic density 1.0e+10 cm^-3
Temperature 300 K, thermal voltage 25.852 mV
Front oxide capacitance C_f = 17.7084 mF/m^2
Film capacitance        C_s = 5.3125 mF/m^2
Back oxide capacitance  C_b = 1.7708 mF/m^2
Threshold surface potential = 0.8334 V
Depletion bending q N t^2/(2 eps_s) = 0.0302 V
Half depletion charge q N t/2 = 0.1602 mC/m^2
Slope formula dV_T/dV_B = -0.07500 V/V = -75.00 mV/V
dpsi_b/dV_B formula = 0.2500 V/V
Back-voltage window: -2.4096 to 0.9238 V, width 3.3335 V
Threshold change over window = -0.2500 V
V_B (V) | V_T formula (V) | V_T numerical (V) | psi_b numerical (V)
 -2.4096 | 1.09243 | 1.09255 | 0.0013
 -1.5763 | 1.02993 | 1.03063 | 0.2083
 -0.7429 | 0.96742 | 0.96846 | 0.4165
  0.0905 | 0.90492 | 0.90686 | 0.6245
  0.9238 | 0.84242 | 0.85194 | 0.8211
Mid-window V_B = -0.7429 V: numerical slope -0.07442 V/V
Slopes with surface potential fixed lower, at 0.6834 V:
  thicknesses (nm) 2.0 20.0 20.0 : numerical -0.074997, formula -0.075000 V/V
  thicknesses (nm) 5.0 10.0 50.0 : numerical -0.093749, formula -0.093750 V/V
  thicknesses (nm) 3.0 40.0 10.0 : numerical -0.128560, formula -0.128571 V/V
Back holes, V_B = -5.4096 V: slope -0.00230 V/V, 3.1 % of formula
Back electrons, V_B = 3.9238 V: slope -0.00080 V/V, 1.1 % of formula
Constant sheet density criterion: 1.0e+09 cm^-2
  front channel: front oxide 2 nm, V_B -0.7429 V, V_T 0.8982 V
    centroid 1.221 nm, slope -0.09166, centroid law -0.09166, simple formula -0.07500 V/V
  back channel: front oxide 2 nm, V_B 1.5000 V, V_T 0.4796 V
    centroid 17.803 nm, slope -0.38265, centroid law -0.38269, simple formula -0.07500 V/V
  thick front oxide: front oxide 20 nm, V_B -0.7429 V, V_T 2.0620 V
    centroid 1.221 nm, slope -0.77713, centroid law -0.77713, simple formula -0.75000 V/V
Quantum film: mass 0.9 m_e, V_G 0.8982 V, V_B -0.7429 V
  centroid 2.306 nm, slope -0.10690, centroid law -0.10690 V/V
  ratio of quantum slope to simple formula = 1.425
```
